# Self-energy of a charge at the centre of a dielectric slab: a numerical check

```python
"""Polarisation self-energy of a point charge q in the mid-plane of a slab.

Result under test:  U = q^2/(eps d) * ln((eps+1)/2)
  eps : dielectric constant of the slab, vacuum on both sides
  d   : slab thickness; the faces are at z = -d/2 and z = +d/2
  U   : energy in the slab minus energy in an infinite medium of the same eps
  L   : image factor (eps-1)/(eps+1)
Tests use q = 1, d = 1 and the vacuum potential q/r. The independent road
solves the face-matching equations at each in-plane wavevector k, without
images, and integrates over k.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar


def self_energy(eps, d=1.0, q2=1.0):
    return q2 / (eps * d) * np.log((eps + 1) / 2)


def image_factor(eps):
    return (eps - 1) / (eps + 1)


def image_energy(eps, pairs, d=1.0, q2=1.0):
    """Half of q times the potential of the first pairs of images."""
    n = np.arange(1, pairs + 1)
    return 0.5 * q2 * np.sum(2 * image_factor(eps)**n / (eps * n * d))


# Quadrature nodes for k in (0, 40) and for z in (0, 1/2), with d = 1
x, w = np.polynomial.legendre.leggauss(240)
K, WK = 20 * (x + 1), 20 * w
x, w = np.polynomial.legendre.leggauss(80)
Z, WZ = 0.25 * (x + 1), 0.25 * w


def matched_coefficients(eps):
    """Potential a e^{-kz} + b e^{k(z-1/2)} in 0<z<1/2, c e^{-k(z-1/2)} above."""
    decay = np.exp(-K / 2)
    m = np.zeros((K.size, 3, 3))
    rhs = np.zeros((K.size, 3, 1))
    m[:, 0, 0], m[:, 0, 1] = eps, -eps * decay      # source sheet at z = 0
    rhs[:, 0, 0] = 2 * np.pi / K
    m[:, 1, 0], m[:, 1, 1], m[:, 1, 2] = decay, 1, -1    # continuous potential
    m[:, 2, 0], m[:, 2, 1], m[:, 2, 2] = -eps * decay, eps, 1  # displacement
    return np.linalg.solve(m, rhs)[:, :, 0].T


def induced_potential_k(eps):
    a, b, _ = matched_coefficients(eps)
    induced = a + b * np.exp(-K / 2) - 2 * np.pi / (eps * K)
    return np.sum(WK * K / (2 * np.pi) * induced)


def field_energy_difference(eps):
    """Field energy of slab minus bulk, subtracted at each k."""
    a, b, c = matched_coefficients(eps)
    k = K[:, None]
    down = a[:, None] * np.exp(-k * Z)
    up = b[:, None] * np.exp(k * (Z - 0.5))
    density = (k * (up - down))**2 + (k * (up + down))**2
    slab = 2 * (eps * density @ WZ + K * c**2)
    bulk = 2 * eps * K * (2 * np.pi / (eps * K))**2
    return np.sum(WK * K / (2 * np.pi) * (slab - bulk)) / (8 * np.pi)


# Closed formula against potential and field energy found without images
worst_potential = worst_field = 0.0
for eps in (1.5, 2.0, 5.0, 10.0, 20.0):
    u = self_energy(eps)
    worst_potential = max(worst_potential,
                          abs(0.5 * induced_potential_k(eps) / u - 1))
    worst_field = max(worst_field, abs(field_energy_difference(eps) / u - 1))
assert worst_potential < 1e-8
assert worst_field < 1e-8


# Real-space image potentials: face conditions and far potential
def phi_inside(rho, z, eps):
    n = np.arange(-600, 601)
    return np.sum(image_factor(eps)**np.abs(n) / np.hypot(rho, z - n)) / eps


def phi_above(rho, z, eps):
    n = np.arange(0, 601)
    total = np.sum(image_factor(eps)**n / np.hypot(rho, z + n))
    return 2 / (eps + 1) * total


step = 1e-4
for eps in (2.0, 10.0):
    for rho in (0.3, 1.0, 3.0):
        assert abs(phi_inside(rho, 0.5, eps) - phi_above(rho, 0.5, eps)) < 1e-11
        slope_in = (phi_inside(rho, 0.5 + step, eps)
                    - phi_inside(rho, 0.5 - step, eps)) / (2 * step)
        slope_out = (phi_above(rho, 0.5 + step, eps)
                     - phi_above(rho, 0.5 - step, eps)) / (2 * step)
        # tolerance set by the finite-difference error
        assert abs(eps * slope_in - slope_out) < 1e-6
    far = 1e4
    assert abs(far * phi_inside(far, 0.0, eps) - 1) < 1e-6
    assert abs(far * phi_above(far, 0.6, eps) - 1) < 1e-6

# Remainder of the truncated image sum
for eps in (2.0, 10.0):
    L = image_factor(eps)
    for pairs in (1, 5, 10, 20):
        missing = self_energy(eps) - image_energy(eps, pairs)
        bound = L**(pairs + 1) / ((pairs + 1) * (1 - L)) / eps
        assert 0 < missing < bound

# Weak-contrast limit from the solution without images
small = 1e-3
weak = 0.5 * induced_potential_k(1 + small)
assert abs(weak / (small / 2) - 1) < 2 * small
# Strong-contrast limit: eps*U/ln(eps) approaches 1 with error ln2/ln(eps)
ratios = [e * image_energy(e, int(20 * e)) / np.log(e) for e in (1e2, 1e4)]
assert ratios[0] < ratios[1] < 1
assert abs((1 - ratios[1]) * np.log(1e4) - np.log(2)) < 1e-3

# Maximum over eps: stationarity condition against direct maximisation
eps_max = brentq(lambda e: e / (e + 1) - np.log((e + 1) / 2), 1.0, 20.0)
direct = minimize_scalar(lambda e: -induced_potential_k(e),
                         bounds=(1.1, 20.0), method="bounded",
                         options={"xatol": 1e-7})
assert abs(direct.x - eps_max) < 1e-3

# Worked example with round model parameters
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
eps, d = 10.0, 10.0
L = image_factor(eps)
U = self_energy(eps, d, coulomb)
print(f"e^2 in vacuum Coulomb law: {coulomb:.4f} eV angstrom")
print(f"charge: 1 e; eps: {eps:.0f}; thickness d: {d:.0f} angstrom")
print(f"image factor L: {L:.5f}")
for n in (1, 2, 3):
    print(f"image n={n}: strength {L**n:.5f} e at distance {n*d:.0f} angstrom")
print(f"ln((eps+1)/2): {np.log((eps + 1) / 2):.5f}")
print(f"prefactor e^2/(eps d): {coulomb / (eps * d):.5f} eV")
print(f"induced potential at the charge: {2 * U:.5f} V")
print(f"self-energy U, closed formula: {U:.5f} eV")
print(f"self-energy U, converted: {U / hartree:.6f} hartree")
u_pot = 0.5 * induced_potential_k(eps) * coulomb / d
u_field = field_energy_difference(eps) * coulomb / d
print(f"U from k-space potential, no images: {u_pot:.5f} eV")
print(f"U from field-energy difference: {u_field:.5f} eV")
for pairs in (1, 2, 5, 10, 20, 40):
    part = image_energy(eps, pairs, d, coulomb)
    print(f"U with {pairs} image pairs: {part:.5f} eV, "
          f"fraction of full U {part / U:.4f}")
for e in (1.5, 2.0, 3.0, 5.0, 10.0, 20.0, 50.0):
    print(f"eps={e:.1f}, d=10 angstrom: U = {self_energy(e, d, coulomb):.5f} eV")
print(f"eps at maximum U: {eps_max:.4f}")
print(f"maximum U at d=10 angstrom: {self_energy(eps_max, d, coulomb):.5f} eV")
print(f"U for eps=10, d=20 angstrom: {self_energy(eps, 20.0, coulomb):.5f} eV")
print(f"largest relative deviation, potential test: {worst_potential:.1e}")
print(f"largest relative deviation, field-energy test: {worst_field:.1e}")
print("OK")
```

It prints:

```
e^2 in vacuum Coulomb law: 14.3996 eV angstrom
charge: 1 e; eps: 10; thickness d: 10 angstrom
image factor L: 0.81818
image n=1: strength 0.81818 e at distance 10 angstrom
image n=2: strength 0.66942 e at distance 20 angstrom
image n=3: strength 0.54771 e at distance 30 angstrom
ln((eps+1)/2): 1.70475
prefactor e^2/(eps d): 0.14400 eV
induced potential at the charge: 0.49096 V
self-energy U, closed formula: 0.24548 eV
self-energy U, converted: 0.009021 hartree
U from k-space potential, no images: 0.24548 eV
U from field-energy difference: 0.24548 eV
U with 1 image pairs: 0.11782 eV, fraction of full U 0.4799
U with 2 image pairs: 0.16601 eV, fraction of full U 0.6763
U with 5 image pairs: 0.21899 eV, fraction of full U 0.8921
U with 10 image pairs: 0.23942 eV, fraction of full U 0.9753
U with 20 image pairs: 0.24500 eV, fraction of full U 0.9981
U with 40 image pairs: 0.24547 eV, fraction of full U 1.0000
eps=1.5, d=10 angstrom: U = 0.21421 eV
eps=2.0, d=10 angstrom: U = 0.29193 eV
eps=3.0, d=10 angstrom: U = 0.33270 eV
eps=5.0, d=10 angstrom: U = 0.31639 eV
eps=10.0, d=10 angstrom: U = 0.24548 eV
eps=20.0, d=10 angstrom: U = 0.16929 eV
eps=50.0, d=10 angstrom: U = 0.09327 eV
eps at maximum U: 3.3111
maximum U at d=10 angstrom: 0.33402 eV
U for eps=10, d=20 angstrom: 0.12274 eV
largest relative deviation, potential test: 1.6e-13
largest relative deviation, field-energy test: 1.6e-13
OK
```
